\section*{Opposite Strain Pseudofields and Zero Net Hall Response in Graphene Valleys}

\section*{Question}

A strained graphene sheet can show Landau levels although no magnet is present. Why does the strain field have opposite signs in the two valleys, how does this respect time-reversal symmetry, and why is there no net charge Hall response when the valleys are equally occupied?

\section*{Strain changes real hopping amplitudes}

Strain changes bond lengths, and so the amplitudes with which electrons hop between neighbouring atoms. Without magnetism these amplitudes can be chosen real. A true magnetic field instead gives them phases that cannot all be removed. This difference fixes the relative sign in the two valleys.

Let $a$ be the bond length and $x$ the zigzag direction. An A atom has B neighbours at
\begin{equation}
\boldsymbol\delta_1=a(0,1),\quad
\boldsymbol\delta_{2,3}=a\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).
\end{equation}
In the nearest-neighbour model, the Bloch element connecting B to A is
\begin{equation}
f(\mathbf k)=-\sum_j t_j e^{i\mathbf k\cdot\boldsymbol\delta_j}.
\end{equation}
Positions are labelled by their unstrained coordinates, so strain enters through $t_j$. Spin-orbit coupling is neglected; spin then doubles the results.

Take $\mathbf K=(4\pi/3\sqrt3a,0)$ and $\mathbf K'=-\mathbf K$. At $\mathbf K$ the three phase factors are $1,\omega,\omega^*$, where $\omega=e^{2\pi i/3}$. They satisfy $1+\omega+\omega^*=0$ and $\omega-\omega^*=i\sqrt3$. For equal hoppings $t$ and small $\mathbf q$,
\begin{align}
f(\mathbf K+\mathbf q)
&=-ita\left[q_y-\tfrac12(\omega+\omega^*)q_y
+\tfrac{\sqrt3}{2}(\omega-\omega^*)q_x\right]\nonumber\\
&=-ita\left[\tfrac32q_y+\tfrac{3i}{2}q_x\right]
=\hbar v(q_x-iq_y),
\end{align}
with $\hbar v=3at/2$.

Now apply a small strain $\varepsilon$, varying slowly over $a$. Bond $j$ lengthens by $\boldsymbol\delta_j\cdot\varepsilon\cdot\boldsymbol\delta_j/a$. If the hopping decays as $t\exp[-\beta(\ell/a-1)]$ with bond length $\ell$, then to first order
\begin{equation}
\delta t_j=-\frac{\beta t}{a^2}\,
\boldsymbol\delta_j\cdot\varepsilon\cdot\boldsymbol\delta_j .
\end{equation}
For bond 1 the product divided by $a^2$ is $\varepsilon_{yy}$. For bonds 2 and 3 it is $\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\mp\tfrac{\sqrt3}{2}\varepsilon_{xy}$. Hence
\begin{align}
\delta f_K&=-\sum_j\delta t_j e^{i\mathbf K\cdot\boldsymbol\delta_j}\nonumber\\
&=\beta t\left[\varepsilon_{yy}-\tfrac34\varepsilon_{xx}
-\tfrac14\varepsilon_{yy}
-\tfrac{\sqrt3}{2}(\omega-\omega^*)\varepsilon_{xy}\right]\nonumber\\
&=\beta t\left[\tfrac34(\varepsilon_{yy}-\varepsilon_{xx})
-\tfrac{3i}{2}\varepsilon_{xy}\right].
\end{align}
Setting this equal to $\hbar v(G_x-iG_y)$ and dividing by $3at/2$ gives
\begin{equation}
\mathbf G=\frac{\beta}{2a}
\left(\varepsilon_{yy}-\varepsilon_{xx},\,2\varepsilon_{xy}\right),\qquad
f_K=\hbar v\left[(q+G)_x-i(q+G)_y\right].
\end{equation}
Terms of order $q\varepsilon$, which change the velocity, have been dropped.

\section*{Why the sign reverses}

For real $t_j$, the definition of $f$ gives $f(-\mathbf k)=f(\mathbf k)^*$. At the other valley,
\begin{align}
f(-\mathbf K+\mathbf q)&=[f(\mathbf K-\mathbf q)]^*\nonumber\\
&=\hbar v\left[(-q+G)_x-i(-q+G)_y\right]^*\nonumber\\
&=-\hbar v\left[(q-G)_x+i(q-G)_y\right].
\end{align}
Strain therefore enters as $\mathbf q+\mathbf G$ at $K$ and $\mathbf q-\mathbf G$ at $K'$. Time reversal changes the sign of $\mathbf q$ and exchanges the valleys, but leaves the strain alone. The reversal of $\mathbf G$ is what makes the two valley Hamiltonians partners.

A true vector potential shifts the wave vector everywhere by $e\mathbf A/\hbar$, for electron charge $-e$. With both present, the combinations are
\begin{equation}
K:\ \mathbf q+\frac{e\mathbf A}{\hbar}+\mathbf G,\qquad
K':\ \mathbf q+\frac{e\mathbf A}{\hbar}-\mathbf G .
\end{equation}
The fields are $B+B_s$ and $B-B_s$, where
\begin{equation}
B_s=\frac{\hbar}{e}(\partial_xG_y-\partial_yG_x)
=\frac{\hbar\beta}{2ea}\left[2\partial_x\varepsilon_{xy}
+\partial_y(\varepsilon_{xx}-\varepsilon_{yy})\right].
\end{equation}
Uniform strain moves the Dirac points but produces no field.

For $\varepsilon_{xx}=2\times10^{-4}$, $\varepsilon_{yy}=-10^{-4}$, $\varepsilon_{xy}=10^{-4}$, $\beta=3$ and $a=0.142$ nm, the formula gives $\mathbf G=(-0.003169,0.002113)$ nm$^{-1}$. The zeros of $f$ with the full exponential hopping lie at $(0.00317,-0.002111)$ nm$^{-1}$ from $K$ and $(-0.00317,0.002111)$ nm$^{-1}$ from $K'$. These are the expected shifts $-\mathbf G$ and $+\mathbf G$.

\section*{Same energies, opposite motion}

Take $\mathbf G=(-by,0)$ with $b=eB_s/\hbar>0$, and let $l=b^{-1/2}$. For a plane wave along $x$, replace $q_y$ by $-i\partial_y$. At $K$ the element acting on the B amplitude is
\begin{equation}
D_K=\hbar v(q-by-\partial_y)
=-\frac{\hbar v}{l}(\xi+\partial_\xi)
=-\frac{\sqrt2\hbar v}{l}\,\hat c,
\qquad \xi=\frac{y-q/b}{l}.
\end{equation}
Here $\hat c=(\xi+\partial_\xi)/\sqrt2$ is an oscillator lowering operator. The coupled equations $E\psi_A=D_K\psi_B$ and $E\psi_B=D_K^\dagger\psi_A$ give
\begin{equation}
E^2\psi_B=D_K^\dagger D_K\psi_B
=\frac{2\hbar^2v^2}{l^2}\hat c^\dagger\hat c\,\psi_B,
\qquad E_{\pm n}=\pm\frac{\hbar v}{l}\sqrt{2n}.
\end{equation}
At $K'$,
\begin{equation}
D_{K'}=-\hbar v(q+by+\partial_y)
=-\frac{\hbar v}{l}(\xi'+\partial_{\xi'}),
\qquad \xi'=\frac{y+q/b}{l}.
\end{equation}
The energies are the same, but the orbit centre is $-q/b$ instead of $+q/b$. In both valleys the zero-energy state is annihilated by a lowering operator acting on $\psi_B$, so it lies on B. In a true field, the $K'$ element is $-\hbar v(q-by+\partial_y)$, which is proportional to a raising operator. Its zero state lies on A, and its centre is $+q/b$.

\section*{From opposite drift to zero Hall current}

Apply a weak electric field $E_y$, so that an electron gains potential energy $U=eE_yy$. Write $s=+1$ for $K$ and $s=-1$ for $K'$. The level wavefunctions have densities symmetric about $sq/b$, so to first order
\begin{equation}
\delta E=eE_y\frac{sq}{b},\qquad
v_x=\frac1\hbar\frac{\partial\delta E}{\partial q}
=s\frac{eE_y}{\hbar b}=s\frac{E_y}{B_s}.
\end{equation}
Allowed $q$ values are spaced by $2\pi/L$ in a sample of length $L$, and their centres by $2\pi/(Lb)$. A filled level thus has density $b/2\pi=eB_s/h$ per valley and spin. It contributes
\begin{equation}
j_x=-e\,\frac{eB_s}{h}\,s\frac{E_y}{B_s}=-s\frac{e^2}{h}E_y .
\end{equation}

The filled negative-energy levels also matter. Their total follows from static perturbation theory. The change of an occupied state $n$ contains empty states $m$ with amplitudes $eE_yy_{mn}/(E_n-E_m)$, and the velocity is $\partial_qH/\hbar$. The Hall conductivity is therefore proportional to
\begin{equation}
R(\mu)=\sum_{E_n<\mu<E_m}
\frac{2\,\mathrm{Re}[(\partial_qH)_{nm}y_{mn}]}{E_n-E_m}.
\end{equation}
Pairs of occupied states drop out because exchanging them reverses the denominator but not the real part.

Let $\tau$ change the sign of the B amplitude. Since $H$ connects only different sublattices, $\tau H\tau=-H$ and $\tau(\partial_qH)\tau=-\partial_qH$, while $\tau y\tau=y$. The states $\tau m$ and $\tau n$ are respectively occupied and empty at chemical potential $-\mu$. Their energy denominator is $-E_m+E_n$, unchanged, while the numerator changes sign. Thus $R(-\mu)=-R(\mu)$.

For $0<\mu<E_1$, moving from $-\mu$ to $\mu$ fills one level, the zero level, and changes $\sigma_{xy}$ by $-se^2/h$. By antisymmetry the two values are $\pm se^2/2h$. Adding higher levels gives, with $N$ the highest filled level,
\begin{equation}
\sigma_{xy}^{(s)}=-s\left(N+\tfrac12\right)\frac{e^2}{h}
\quad\text{per spin},\qquad
\sigma_{xy}^{K}+\sigma_{xy}^{K'}=0 .
\end{equation}
Here $j_x=\sigma_{xy}E_y$. The valley currents remain; their charge sum vanishes.

The static cancellation does not require uniform levels. A scalar potential is real, so $H+U$ is real in the site basis. If $\psi$ is an eigenstate, $\psi^*$ is one with the same energy. The current on a bond is proportional to the imaginary part of $\psi_i^*t_{ij}\psi_j$, and conjugation reverses it. Equal occupation of the partners cancels their currents bond by bond. Disorder that mixes valleys makes the valley label less useful, but this argument survives if the disorder is real.

\section*{A second regime: scattering and broadened levels}

When levels are not resolved, a Drude model shows the same mechanism. Let both valleys have mass $m$, scattering time $\tau_s$ and mobility $M=e\tau_s/m$. For $E_x=0$, the steady drift obeys
\begin{equation}
v_x=-sMB_sv_y,\qquad v_y=-ME_y+sMB_sv_x .
\end{equation}
Substitution of the first equation into the second gives $v_y=-ME_y-(MB_s)^2v_y$, because $s^2=1$. Therefore
\begin{equation}
v_y=-\frac{ME_y}{1+(MB_s)^2},\qquad
v_x=s\frac{M^2B_sE_y}{1+(MB_s)^2}.
\end{equation}
With valley densities $n_K$ and $n_{K'}$,
\begin{equation}
j_x=-e(n_K-n_{K'})\frac{M^2B_sE_y}{1+(MB_s)^2}.
\end{equation}
For large $MB_s$, $v_x$ returns to $sE_y/B_s$. The longitudinal velocity is even in $B_s$, so strain can change the resistance without a net Hall current.

In this simple model equal densities suffice. More generally, equal totals are enough if both valleys have the same distribution over partner states, as at a common chemical potential. An anisotropic conductor may also have a symmetric off-diagonal conductivity, $\sigma_{xy}=\sigma_{yx}$, when the axes are not principal axes. This is not a Hall response, which is the antisymmetric part.

\section*{A bent graphene ribbon}

Consider a ribbon of width $W=60.07$ nm, bent in its plane to $\pm5\,\%$ edge strain. Use $t=2.8$ eV, $\beta=3$ and Poisson ratio $\nu=0.17$. The displacement
\begin{equation}
u_x=\kappa xy,\qquad u_y=-\tfrac{\kappa}{2}(x^2+\nu y^2)
\end{equation}
gives $\varepsilon_{xx}=\kappa y$, $\varepsilon_{yy}=-\nu\kappa y$ and $\varepsilon_{xy}=\tfrac12(\kappa x-\kappa x)=0$. The curvature is $\kappa=2(0.05)/60.07=1.665\times10^{-3}$ nm$^{-1}$. Then
\begin{equation}
b=\frac{\beta(1+\nu)\kappa}{2a}
=\frac{3(1.17)(1.665\times10^{-3})}{2(0.142)}
=0.0206\ \mathrm{nm^{-2}},
\end{equation}
so $l=6.97$ nm and $B_s=\hbar b/e=13.5$ T at $K$, with $-13.5$ T at $K'$. With $\hbar v=0.5964$ eV nm, the first level is $E_1=\sqrt2(0.5964)/6.97=0.121$ eV. The lattice model also gives 0.121 eV; making the ribbon 20\,\% narrower at fixed curvature shifts it by $2.3\times10^{-5}$ eV.

The lattice calculations include a uniform 1\,\% shear. To first order it adds no field, but it removes the left-right mirror symmetry, which could otherwise enforce cancellation. The slope of the first-level orbit centre with $q$, divided by $l^2$, is $0.996$ at $K$ and $-0.996$ at $K'$. In a true field of the same strength both slopes are $0.999$.

The static Hall response, averaged with a smooth weight that falls to zero at a distance $l$ from the ribbon centre, is as follows in units of $e^2/h$ per spin:
\begin{center}
\begin{tabular}{lccc}
Field and filling & $K$ & $K'$ & Net\\
Strain, $N=0$ & $-0.501$ & $0.501$ & $0$\\
Strain, $N=1$ & $-1.517$ & $1.517$ & $0$\\
True, $N=0$ & $-0.501$ & $-0.501$ & $-1.002$\\
True, $N=1$ & $-1.505$ & $-1.505$ & $-3.011$
\end{tabular}
\end{center}
The strain sums vanish to the printed precision. The valley value for $N=1$ differs from $3/2$ by about 1\,\%. The $N=1$ entries depend on the wave-vector spacing. With a spacing 24 times finer, the strain values become $\mp1.512$ and the true-field values $-1.515$, so the true-field net moves from $-3.011$ to $-3.030$. Omitting the shear changes the strain values by only about 0.001. For the true field, extending the average to 15 nm from the centre changes the $K$ value to $-1.452$. This wider average is sensitive to the wave-vector sampling: with a spacing six times finer it becomes $-1.476$. In a 90 nm wide ribbon both averages are $-1.500$. In the 60 nm ribbon the wider average settles near $-1.480$ on still finer meshes. About 0.03 of its deviation from $-1.5$ is thus due to sampling. The remaining 0.02, absent in the wider ribbon, is due to the finite width.

Unequal filling restores a charge response. With $N=0$ at $K$ and $N=1$ at $K'$, the ideal sum is $-\tfrac12+\tfrac32=1$; the lattice gives 1.017 at the spacing of the table and 1.011 at the finer one.

A true field can also unbalance the filling. Adding 3.39 T moves the lattice first level to 0.135 eV at $K$ and 0.105 eV at $K'$. A common chemical potential of 0.12 eV then leaves $N=0$ at $K$ and $N=1$ at $K'$. Since the added field is weaker than $B_s$, the valley fields still have opposite signs, and the ideal net response is $+e^2/h$ per spin. In this ribbon the central lattice average is 0.94, because $K'$ contributes 1.44 rather than $3/2$. In the gap just above the zero level, the two ideal half-integers still cancel, but time reversal no longer protects that result; the lattice net there is 0.004 rather than zero.

\section*{How this compares with a real ribbon}

The parameters are rough graphene values, but 5\,\% strain is high for a device. At the same width, 1\,\% edge strain would give about 2.7 T. Tunnelling spectra of much smaller, strongly strained bubbles have been interpreted with fields of a few hundred tesla. The compressed side of this ribbon must be held flat: a long plate of this width, supported only along its edges, buckles at a uniform compression of roughly $8\times10^{-6}$, or at an edge strain of roughly $5\times10^{-5}$ when bent in its plane.

Real graphene also lets its two sublattices shift relative to each other. In a spring model with bond stretching and angle bending, fitted to $\nu=0.17$, this multiplies the field by 0.71. The field becomes 9.6 T, and $E_1$, which varies as its square root, falls to about 0.10 eV. Even without that shift, strain effects beyond first order make the local field vary. With the exponential hopping it runs from 11.3 T at the compressed edge to 16.5 T at the stretched edge, counted per unstrained area, or from roughly 12 T to 16 T per strained area. The velocity changes in the opposite sense, so the local first level varies only from about 0.117 to 0.125 eV, much less than the square root of the field alone would suggest.

Strain also creates a scalar potential. A rough coupling of 3 eV gives an unscreened change of 0.029 eV over $l$, about a quarter of $E_1$. Across the whole ribbon the change is 0.25 eV, about twice $E_1$, so without screening no single chemical potential lies in a level gap everywhere. At 300 K, with the chemical potential at $E_1/2$, the first level is about 9\,\% occupied, so the valley plateau is not sharp. A rough mobility of $10^4$ cm$^2$/Vs gives $MB_s=13.5$, which favours well-formed orbits; lower mobility broadens the levels. At energy $E_1$ this mobility implies a zero-field mean free path of about 130 nm, more than the ribbon width, but the orbit diameter is only about 20 nm. Orbits centred within about 10 nm of an edge can scatter there, an effect absent from the Drude formulas above. These effects change the valley response, but they do not break time reversal. A net Hall response can arise, for example, from a true field, unequal valley pumping, magnetic order combined with spin-orbit coupling, or non-coplanar magnetic order even without spin-orbit coupling. Collinear magnetic order without spin-orbit coupling is not enough, because the Hamiltonian of each spin can still be chosen real. The numerical output below gives the remaining digits.

\section*{Calculated quantities}
\begin{verbatim}
Bond length: 0.142 nm; hopping: 2.80 eV
Hopping exponent beta: 3.00; Poisson ratio: 0.17
Ribbon width: 60.07 nm; edge strain: 5.0 %
Curvature kappa: 1.6648e-03 1/nm; radius: 600.7 nm
hbar*v: 0.5964 eV nm
Test strain xx, yy, xy: 2.0e-04, -1.0e-04, 1.0e-04
Predicted gauge vector (1/nm): [-0.003169  0.002113]
Dirac-point shift at K (1/nm): [ 0.00317  -0.002111]
Dirac-point shift at K' (1/nm): [-0.00317   0.002111]
Pseudofield at K: 13.54 T; at K': -13.54 T
Magnetic length: 6.971 nm
First level, formula: 0.12099 eV; lattice: 0.12101 eV
Second level, formula: 0.17110 eV
First-level shift, 20 % narrower: 2.3e-05 eV
Added true field: 3.39 T
First level with it, K: 0.13523 eV; K': 0.10489 eV
Centre slope / l^2, strain, K and K': [ 0.996 -0.996]
Centre slope / l^2, true field, K and K': [0.999 0.999]
Zero-level (A-B)/(A+B), strain, K and K': [-1. -1.]
Zero-level (A-B)/(A+B), true field: [-1.  1.]
Uniform shear used in ribbon tests: 1.0 %
Chemical potentials (eV): [0.06049 0.14604]
Hall values below: e^2/h per spin, for these two potentials,
averaged over distances below 6.97 nm from the centre
Strain, valley K: [-0.5008 -1.5173]
Strain, valley K': [0.5008 1.5173]
Strain, largest net at equal filling: 0.0e+00 e^2/h per spin
True field, valley K: [-0.5008 -1.5053]
True field, valley K': [-0.5008 -1.5053]
True field, net: [-1.0016 -3.0106]
True field, valley K, averaged out to 15.02 nm: [-0.5037 -1.4516]
Strain, K at lower and K' at higher potential: 1.0165 e^2/h
Hall shift on doubling k step: 2.1e-03 e^2/h per spin
Electron density, zero level full: 6.550e+11 cm^-2
Internal-relaxation factor: 0.7094
Pseudofield after internal relaxation: 9.61 T
Local field at y=-W/2, 0, W/2: 11.28, 13.54, 16.54 T
Rough scalar coupling: 3.0 eV
Unscreened scalar drop over l: 0.0289 eV
Thermal energy at 300 K: 0.02585 eV
First-level occupation at 300 K, mid-gap potential: 0.0879
Rough mobility: 10000 cm2/Vs; mobility times field: 13.54
Rough stiffness: 340 N/m; bending rigidity: 1.5 eV
Rough buckling strain if unsupported: 7.7e-06
\end{verbatim}
